\section*{Invariance of the NEGF transmission under a change of device basis}

\section{Definitions and conventions}

A device region $D$ is connected to two leads, $L$ and $R$. The electrons are described by an effective one-particle Hamiltonian $\hat h$, for instance a converged mean-field Hamiltonian, and atomic units are used in the algebra. The device is spanned by $n$ linearly independent functions $\varphi_i$, which need not be orthogonal. Each lead has its own functions $\chi^\alpha_\mu$, with $\alpha=L,R$. The matrices
\begin{equation}
H_{ij}=\langle\varphi_i|\hat h|\varphi_j\rangle,\qquad
S_{ij}=\langle\varphi_i|\varphi_j\rangle
\label{eq:HS}
\end{equation}
carry no region label when both functions belong to the device. Coupling blocks are written $H_{D\alpha}$, $S_{D\alpha}$, and so on. The two leads have neither Hamiltonian elements nor overlaps with each other.

The energy is $z=E+i\eta$ with $\eta\to0^+$, and
\begin{equation}
K(z)=zS-H
\label{eq:K}
\end{equation}
is defined block by block. The Schr\"odinger equation for the coefficients is $Kc=0$. With self-energies $\Sigma_\alpha$, derived below, the retarded device Green function, the broadening matrices and the transmission are
\begin{align}
G&=(zS-H-\Sigma_L-\Sigma_R)^{-1},\label{eq:G}\\
\Gamma_\alpha&=i(\Sigma_\alpha-\Sigma_\alpha^\dagger),\label{eq:Gam}\\
T(E)&=\mathrm{Tr}\,[\Gamma_L G\,\Gamma_R G^\dagger].\label{eq:T}
\end{align}

A change of basis confined to the device replaces the $\varphi_i$ by
\begin{equation}
\varphi'_j=\sum_i\varphi_i W_{ij},
\label{eq:W}
\end{equation}
where $W$ is an invertible complex $n\times n$ matrix. It need not be unitary. The lead functions stay as they are. The claim is that $T'(E)=T(E)$ when every device matrix is transformed by the congruence $M'=W^\dagger MW$.

\section{How each matrix transforms}

\subsection{Hamiltonian, overlap and couplings}

Inserting \eqref{eq:W} into \eqref{eq:HS}, and remembering that the coefficients of the bra are conjugated, gives
\begin{equation}
H'_{jk}=\sum_{il}W_{ij}^*\,\langle\varphi_i|\hat h|\varphi_l\rangle\,W_{lk}
=(W^\dagger HW)_{jk},\qquad S'=W^\dagger SW .
\label{eq:HSprime}
\end{equation}
For complex $W$ the dagger cannot be replaced by a transpose. A coupling block contains one device function and one lead function, so it acquires one factor of $W$:
\begin{equation}
K'_{D\alpha}=W^\dagger K_{D\alpha},\qquad K'_{\alpha D}=K_{\alpha D}W,\qquad
K'_{\alpha\alpha}=K_{\alpha\alpha}.
\label{eq:coupling}
\end{equation}

\subsection{Self-energies}

The full Green function is the inverse of the full matrix $K$. Its columns that belong to device functions obey
\begin{align}
K_{DD}G_{DD}+\sum_\alpha K_{D\alpha}G_{\alpha D}&=1,\label{eq:rowD}\\
K_{\alpha D}G_{DD}+K_{\alpha\alpha}G_{\alpha D}&=0.\label{eq:rowa}
\end{align}
Equation \eqref{eq:rowa} has no term from the other lead because the leads are uncoupled. With $g_\alpha=K_{\alpha\alpha}^{-1}$, the Green function of the isolated lead, it gives $G_{\alpha D}=-g_\alpha K_{\alpha D}G_{DD}$. Substitution in \eqref{eq:rowD} yields
\begin{equation}
\Bigl(K_{DD}-\sum_\alpha\Sigma_\alpha\Bigr)G_{DD}=1,\qquad
\Sigma_\alpha=K_{D\alpha}\,g_\alpha K_{\alpha D},
\label{eq:Sigma}
\end{equation}
which is \eqref{eq:G} with $G=G_{DD}$. The two minus signs, one from each coupling $zS-H$ compared with $H-zS$, cancel in $\Sigma_\alpha$.

The isolated lead contains no device function, so $g'_\alpha=g_\alpha$. Equation \eqref{eq:coupling} then gives
\begin{equation}
\Sigma'_\alpha=W^\dagger K_{D\alpha}\,g_\alpha K_{\alpha D}W=W^\dagger\Sigma_\alpha W .
\label{eq:Sigmaprime}
\end{equation}
The congruence of the self-energy is thus a consequence of the change of basis. A calculation that rebuilds $\Sigma_\alpha$ from the new coupling blocks obtains it without further action; one that reads $\Sigma_\alpha$ from storage must apply \eqref{eq:Sigmaprime}.

\subsection{Broadening matrices and Green function}

Since $(W^\dagger\Sigma_\alpha W)^\dagger=W^\dagger\Sigma_\alpha^\dagger W$, definition \eqref{eq:Gam} gives
\begin{equation}
\Gamma'_\alpha=i\,W^\dagger(\Sigma_\alpha-\Sigma_\alpha^\dagger)W=W^\dagger\Gamma_\alpha W .
\label{eq:Gamprime}
\end{equation}
All terms of $G^{-1}$ transform alike, so $G'^{-1}=W^\dagger G^{-1}W$. Inverting a product reverses the order of its factors. With the abbreviation $W^{-\dagger}=(W^\dagger)^{-1}$,
\begin{equation}
G'=W^{-1}G\,W^{-\dagger},\qquad G'^\dagger=W^{-1}G^\dagger W^{-\dagger}.
\label{eq:Gprime}
\end{equation}
The second relation is the adjoint of the first. The Green function therefore carries inverse factors where the Hamiltonian carries direct ones.

\section{The invariance}

Inserting \eqref{eq:Gamprime} and \eqref{eq:Gprime} in the matrix under the trace gives
\begin{align}
\Gamma'_LG'\Gamma'_RG'^\dagger
&=W^\dagger\Gamma_L\,(WW^{-1})\,G\,(W^{-\dagger}W^\dagger)\,\Gamma_R\,(WW^{-1})\,G^\dagger W^{-\dagger}\nonumber\\
&=W^\dagger\,[\Gamma_LG\,\Gamma_RG^\dagger]\,W^{-\dagger}.
\label{eq:similar}
\end{align}
The three bracketed products are unit matrices. The remaining outer factors are inverse to each other, so a cyclic permutation under the trace removes them:
\begin{equation}
T'=\mathrm{Tr}\,[\Gamma_LG\,\Gamma_RG^\dagger\,W^{-\dagger}W^\dagger]=T .
\label{eq:result}
\end{equation}
Equation \eqref{eq:similar} says more than this. It is a similarity transformation, which preserves the characteristic polynomial and hence every eigenvalue. The nonzero eigenvalues are the transmissions of the individual eigenchannels, so these are invariant too. The diagonal elements of $\Gamma_LG\Gamma_RG^\dagger$ are in general not invariant, and a division of $T$ among orbitals by means of them depends on the basis.

The proof treats one energy at a time, so $W$ may depend on $E$. It does not require $\Gamma_\alpha$ to be invertible, so closed channels are covered. If an interaction self-energy is added inside the device, the trace \eqref{eq:T} remains invariant provided that this self-energy is also transformed congruently, although the trace alone then need not give the whole current.

With a single device function, $W$ is a number $w$ and $\Gamma_\alpha$ is a number $\gamma_\alpha$. Then $T=\gamma_L\gamma_R|G|^2$. Each $\gamma_\alpha$ gains a factor $|w|^2$ and $G$ gains $|w|^{-2}$, so the factors $|w|^4$ and $|w|^{-4}$ cancel. Leaving one broadening untransformed would change $T$ by a factor $|w|^{-2}$, even though only the normalisation of the orbital had changed.

\section{A model with overlapping functions}

\subsection{Matrices and leads}

An electron of free mass moves along $x$ in two channels with thresholds $0$ and $0.5$~eV. For $0<x<4$~\AA\ a potential adds $V_{11}=1.5$~eV, $V_{22}=0.8$~eV and the channel coupling $V_{12}=0.4$~eV. These are round model parameters and represent no particular material.

The basis consists of hat functions, which fall linearly from their node to zero at the two neighbouring nodes, at distance $h=0.25$~\AA. The integral of a squared hat of unit height is $2h/3$ and that of the product of two neighbours is $h/6$. After normalisation the neighbour overlap is therefore $1/4$. The squared slope integrates to $2/h$ and the product of neighbouring slopes to $-1/h$. With $\kappa=\hbar^2/2m=3.80998$~eV\,\AA$^2$, the kinetic elements are
\begin{equation}
\frac{2\kappa/h}{2h/3}=\frac{3\kappa}{h^2}=182.879~\mathrm{eV},\qquad
-\frac{\kappa/h}{2h/3}=-\frac{3\kappa}{2h^2}=-91.440~\mathrm{eV}.
\label{eq:kin}
\end{equation}
The supports of functions further apart share no interval, so their matrix elements vanish and no coupling is truncated. The 17 nodes from $x=0$ to $x=4$~\AA, with two channels each, give 34 device functions.

In a lead, channel $m$ has the on-site element $a_m$ and the neighbour element $b_m$ of $K$. A wave $\psi_j\propto\lambda_m^{\,j}$ on the nodes $j$ requires
\begin{equation}
a_m+b_m(\lambda_m+\lambda_m^{-1})=0 .
\label{eq:lambda}
\end{equation}
For $\eta>0$ the outgoing solution is the one with $|\lambda_m|<1$. Removing the end node of a semi-infinite lead leaves the same lead, so the end element of $g$ satisfies $g_m=(a_m-b_m^2g_m)^{-1}$. The choice $g_m=-\lambda_m/b_m$ fulfils this, because $a_mg_m-b_m^2g_m^2=-a_m\lambda_m/b_m-\lambda_m^2=1$ by \eqref{eq:lambda}. On the device function next to the lead, therefore,
\begin{equation}
\Sigma_m=b_m^2g_m=-b_m\lambda_m,\qquad \Gamma_m=2b_m\,\mathrm{Im}\,\lambda_m\equiv v_m .
\label{eq:leadsigma}
\end{equation}

At $E=1.2$~eV the first channel has $a_1=1.2-182.879=-181.679$~eV and $b_1=0.25\times1.2+91.440=91.740$~eV. With $\lambda_1=e^{i\theta}$, equation \eqref{eq:lambda} gives $\cos\theta=181.679/183.479=0.9902$, hence $\sin\theta=0.140$ and $\Gamma_1\approx25.6$~eV. This large value belongs to a narrow function on a fine mesh. It is not the width of a level, and another normalisation of the function would change it.

\subsection{Scattering states and flux}

The meaning of \eqref{eq:T} can be read from the scattering states. Let a wave of unit amplitude arrive from the left in the open channel $m$. On the last two lead nodes, $\psi_{-1}=1+r$ and $\psi_{-2}=\lambda_m^{-1}+r\lambda_m=\lambda_m\psi_{-1}+\lambda_m^{-1}-\lambda_m$. Let $c_0$ be the coefficient of the first device function of this channel. The equation at node $-1$ is $a_m\psi_{-1}+b_m\psi_{-2}+b_mc_0=0$. Since $a_m+b_m\lambda_m=-b_m/\lambda_m$, it gives
\begin{equation}
\psi_{-1}=\lambda_mc_0+1-\lambda_m^2 .
\label{eq:psi}
\end{equation}
The other channels contain outgoing waves alone and contribute just the self-energy term. With $e_m$ the unit vector of the first device function of channel $m$, the device equation becomes
\begin{equation}
G^{-1}c_m=-b_m(1-\lambda_m^2)\,e_m .
\label{eq:source}
\end{equation}
For an open channel $|\lambda_m|=1$, so $|b_m(1-\lambda_m^2)|=|b_m||\lambda_m^{-1}-\lambda_m|=v_m$. Summing over the open channels gives
\begin{equation}
\sum_m\frac{c_mc_m^\dagger}{v_m}=G\Bigl(\sum_m v_me_me_m^\dagger\Bigr)G^\dagger=G\,\Gamma_LG^\dagger .
\label{eq:inject}
\end{equation}

Between neighbouring lead nodes the quantity $2\,\mathrm{Im}(\psi_j^*b_m\psi_{j+1})$ is conserved, because the imaginary part of $\psi_j^*$ times the lead equation vanishes. For a unit wave it equals $v_m$. Differentiating $a_m+2b_m\cos\theta=0$ with respect to $\theta$ shows that
\begin{equation}
v_m=2b_m\sin\theta=(1+\tfrac12\cos\theta)\,\frac{dE}{d\theta},
\label{eq:velocity}
\end{equation}
the norm per node times the velocity in nodes per unit time, which is the probability flux. In the right lead the outgoing amplitude is $\lambda$ times the coefficient at the device edge, so the transmitted flux is $c_m^\dagger\Gamma_Rc_m$. Dividing by the incident flux and summing gives $\mathrm{Tr}[\Gamma_RG\Gamma_LG^\dagger]$.

This is injection from the left, whereas \eqref{eq:T} describes injection from the right. The two are equal. For $\eta\to0$ and $\Gamma=\Gamma_L+\Gamma_R$, one has $(G^\dagger)^{-1}-G^{-1}=-i\Gamma$. Multiplying by $G$ and $G^\dagger$ in either order gives $G\Gamma G^\dagger=i(G-G^\dagger)=G^\dagger\Gamma G$. Multiplying by $\Gamma_L$, taking the trace and removing the common term $\mathrm{Tr}[\Gamma_LG\Gamma_LG^\dagger]$ leaves $\mathrm{Tr}[\Gamma_LG\Gamma_RG^\dagger]=\mathrm{Tr}[\Gamma_LG^\dagger\Gamma_RG]$. The right side is a cyclic permutation of the left-injection formula.

A given wave function $\sum_i\varphi_ic_i=\sum_j\varphi'_jc'_j$ has new coefficients $c'=W^{-1}c$, so
\begin{equation}
c'^\dagger\Gamma'_Rc'=c^\dagger W^{-\dagger}W^\dagger\Gamma_RWW^{-1}c=c^\dagger\Gamma_Rc .
\label{eq:flux}
\end{equation}
The invariance of $T$ is the statement that a flux does not depend on the functions used to expand the wave. In the same way, the density $\sum_{ij}\varphi_i(x)(G\Gamma_LG^\dagger)_{ij}\varphi_j^*(x)$ of the injected states inside the barrier is unchanged.

\subsection{Numbers}

At $E=1.2$~eV the original basis gives $T=0.868187$ from \eqref{eq:T}, and the direct solution for the scattering states gives the same six digits. The reflection summed over both incoming channels is $1.131813$, so that $T+R=2$, the number of open channels. The eigenchannel transmissions add up as $0.728304+0.139883=0.868187$. With two spin directions and the Fermi level at this energy, the linear-response conductance at zero temperature is $(2e^2/h)\,T=67.3~\mu$S.

The device functions were then replaced in three ways: by L\"owdin functions, $W=S^{-1/2}$; by the eigenfunctions of the isolated device, normalised so that $W^\dagger SW=1$; and by random complex combinations. Each time the integrals were evaluated over the new functions and the self-energies rebuilt from the new couplings. The transmission changed by at most $3\times10^{-14}$, which is rounding. The condition number of $W$ was $1.7$ for the first two choices and $35$ for the third. The first two agree because both satisfy $WW^\dagger=S^{-1}$ and so have the same singular values. These condition numbers are small. The congruence can raise the condition number of $G^{-1}$ by the square of that of $W$, so for a nearly singular $W$, with a condition number of order $10^6$ or more in double precision, rounding spoils the invariance in practice.

At $E=0.3$~eV the second channel is closed. Its $\lambda$ is real and its $\Gamma_m$ vanishes as $\eta\to0$. The original and the random basis both give $T=0.039371$, as expected from a proof that never inverts $\Gamma_\alpha$.

Invariance must not be confused with accuracy. Exact matching of the continuum solutions at the barrier faces gives $T=0.867964$ at $1.2$~eV. The mesh result differs from it by $2.2\times10^{-4}$ at $h=0.25$~\AA\ and by $5.6\times10^{-5}$ at $h=0.125$~\AA, a ratio of $4.00$ that fits an error proportional to $h^2$. An invertible $W$ leaves the space spanned by the functions unchanged, so it neither reduces nor increases this error.

\section{Where the conditions matter}

\subsection{Incomplete or different transformations}

The following values refer to $E=1.2$~eV and the L\"owdin matrix, with the correct result $0.868$. If $H$ and $S$ are transformed but $\Sigma_\alpha$ and $\Gamma_\alpha$ are left in the old basis, the trace gives $0.376$. If $\Gamma_\alpha$ alone is left, it gives $1.326$. The second value still lies below the limit of $2$ for two open channels, so that limit would not reveal the fault. The bound of $1$ on each eigenchannel is a sharper test: here the larger eigenvalue of the matrix under the trace exceeds $1$.

Suppose instead that every matrix is transformed as $M'=W^{-1}MW$. Then $G'=W^{-1}GW$, but its adjoint is $W^\dagger G^\dagger W^{-\dagger}$, and
\begin{equation}
\mathrm{Tr}[\Gamma'_LG'\Gamma'_RG'^\dagger]
=\mathrm{Tr}[\Gamma_LG\,\Gamma_R\,(WW^\dagger)\,G^\dagger(WW^\dagger)^{-1}].
\label{eq:simfault}
\end{equation}
This reduces to $T$ for unitary $W$, where similarity and congruence coincide. For L\"owdin functions $WW^\dagger=S^{-1}$, and the trace is no longer real; its distance from $T$ in the complex plane is $0.050$. If $G^\dagger$ were itself transformed as $W^{-1}G^\dagger W$, the trace would be preserved, but that matrix is no longer the adjoint of $G'$.

\subsection{Discarded functions}

If functions are dropped, $W$ is rectangular and has no inverse. The Green function of the reduced problem, referred back to the old functions, is
\begin{equation}
\tilde G=W(W^\dagger G^{-1}W)^{-1}W^\dagger .
\label{eq:trunc}
\end{equation}
For square invertible $W$ this equals $G$. For rectangular $W$ its rank is smaller than that of $G$, so the two matrices differ. The transmission then changes in general, but not always. If $Ge=Wy$ for some vector $y$, then $e=G^{-1}Wy$ and \eqref{eq:trunc} gives $\tilde Ge=Wy=Ge$. A $W$ whose range contains the columns of $G$ at the right device edge therefore gives $\tilde G\Gamma_R=G\Gamma_R$ and the exact $T$ at that energy. Eigenfunctions of the isolated device are not chosen in this way. Keeping the 30 lowest of the 34 device eigenfunctions gives $T=0.899$, which is too large by $3.5\%$ of the correct value. Keeping 12 gives $0.002$.

\subsection{A finite imaginary energy}

The term $i\eta S$ in $zS$ transforms congruently. A term $i\eta 1$ put in its place does not, because in the new basis it would have to become $i\eta W^\dagger W$. Take $\eta=0.01$~eV inside the device, with the self-energies held at their values for vanishing $\eta$. Using $i\eta S$, the original and the random basis both give $T=0.8447$. Using $i\eta1$, the original basis gives $0.8521$ and the L\"owdin basis $0.8447$; the latter agrees with the $i\eta S$ value because there $S'=1$.

The size of the discrepancy can be estimated. To first order in $\eta$, $\delta G=-i\eta\,GXG$ with $X=S$ or $X=1$. On coefficients that vary slowly from node to node, $S$ acts as $1+2\times\frac14=1.5$, and as $1.25$ at the two end nodes. The loss of transmission should therefore be roughly $1.5$ times larger with $S$. The values give $(0.86819-0.84474)/(0.86819-0.85207)=1.45$.

\subsection{Transformations that reach into the leads}

The step $g'_\alpha=g_\alpha$ requires the lead functions to stay fixed. L\"owdin orthogonalisation of the whole system, with the inverse square root of the full overlap matrix, in general mixes device and lead functions. Equations \eqref{eq:coupling} and \eqref{eq:Sigmaprime} then do not apply, and the present proof makes no statement about a calculation that keeps the old partition and the old self-energies. Orthogonalising with the device block of $S$ alone is covered. The device functions then become orthogonal to each other while their overlaps with the leads remain, and $S'_{D\alpha}=W^\dagger S_{D\alpha}$ must be retained in the self-energies. The computed transmissions quoted in this text are collected in the numerical output that follows.

\section*{Table of computed values}
\begin{verbatim}
hbar^2/2m = 3.80998 eV angstrom^2
barrier width = 4.0 angstrom, spacing h = 0.25 angstrom
channel thresholds = 0.0, 0.5 eV
barrier V11, V22, V12 = 1.5, 0.8, 0.4 eV
number of device functions = 34
overlap of neighbouring functions = 0.2500
lead on-site, hopping (channel 1) = 182.879, -91.440 eV
main energy E = 1.2 eV, small imaginary part = 1e-08 eV
T, original basis, Green function = 0.86818668
T, original basis, scattering states = 0.86818670
reflection R = 1.13181329, T + R = 1.99999999
channel transmissions = 0.728304, 0.139883
conductance (2e^2/h) T = 67.268 microsiemens
Lowdin: T = 0.86818668, |T'-T| = 7.9e-16, cond(W) = 1.7
eigenfunctions: T = 0.86818668, |T'-T| = 2.5e-14, cond(W) = 1.7
random complex: T = 0.86818668, |T'-T| = 2.6e-14, cond(W) = 35.0
fault, Sigma and Gamma left untransformed: T = 0.376051
fault, only Gamma left untransformed: T = 1.325584
fault, W^-1 M W for all matrices: |T'-T| = 0.049692
lowest 12 of 34 eigenfunctions kept: T = 0.001968
lowest 30 of 34 eigenfunctions kept: T = 0.898529
finite eta = 0.01 eV in the device:
  i eta S: original T = 0.844741, random basis T = 0.844741
  i eta 1: original T = 0.852073, Lowdin T = 0.844741
E (eV): T original, T random basis, T continuum
  0.3: 0.039371, 0.039371, 0.039527
  0.8: 0.490123, 0.490123, 0.490273
  1.2: 0.868187, 0.868187, 0.867964
  2.0: 1.415878, 1.415878, 1.415047
h = 0.500 angstrom: T = 0.868855, mesh error = 8.91e-04
h = 0.250 angstrom: T = 0.868187, mesh error = 2.23e-04
h = 0.125 angstrom: T = 0.868019, mesh error = 5.57e-05
mesh error ratio on last halving = 4.00
\end{verbatim}
